# Twenty-Four T-Centre Orientations and Twelve Magnetic Subsets in Silicon

## Result

A T centre in silicon consists of two carbon atoms sharing one lattice site, with a hydrogen atom bonded to one of them. Its one non-trivial symmetry is reflection in a {110} plane. Applying the 48 cubic point operations and removing duplicates gives

$$N_{\rm orient}=\frac{48}{2}=24,\qquad N_{\rm mag}=\frac{48}{4}=12 .$$

The first number counts orientations, twelve on each sublattice of the crystal. The second counts groups of centres with different spectra in a uniform magnetic field of general direction, meaning a direction outside every {100} and {110} plane. Each group holds two centres related by inversion. Twelve is an upper bound set by symmetry. It is reached when the magnetic response has no symmetry beyond that forced by the mirror and inversion, and no two splittings coincide by accident. Applied stress and electric fields are taken to be absent.

## Generating the orientations

In cubic axes a point operation $R$ permutes the coordinates and changes signs. There are $3!=6$ permutations and $2^3=8$ sign choices, hence 48 integer matrices.

Not all of them are symmetries about an atom. A silicon atom at the origin has bonds along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. Twenty-four operations preserve this set. The other 24, inversion among them, turn it into the opposite tetrahedron, which is the surrounding of an atom on the other sublattice. They become crystal symmetries when followed by the shift $(a_0/4)(1,1,1)$, with $a_0$ the lattice constant. The record of a centre must therefore contain its sublattice as well as its rotated atoms.

An idealised geometry suffices, because only its symmetry is used. Relative to the site, in pm, put the carbons at $(0,0,\pm70)$ and the hydrogen at $\mathbf h=(70,-70,110)$. The mirror is

$$M:(x,y,z)\to(-y,-x,z),$$

with normal $[110]$. It leaves all three atoms in place and permutes the four bonds.

Operations $R_1$ and $R_2$ produce the same centre when $R_1^{-1}R_2$ maps the original centre to itself, that is, when it belongs to the stabilizer $S=\{1,M\}$. Each centre is thus generated twice, by $R$ and by $RM$, and 48 operations give 24 centres. A direct count agrees: on one site the carbon pair has 3 possible axes, the hydrogen sits on either of 2 carbons, and it leans to either of 2 sides, giving $3\times2\times2=12$. Two sublattices make 24.

The count depends on the hydrogen. The symmetric carbon pair alone is preserved by 8 operations, and the same procedure then returns $48/8=6$ orientations.

## Why a magnetic field sees twelve

Let $H(R,\mathbf B)$ be the Hamiltonian of a centre with orientation $R$. Inversion $P$ reverses position $\mathbf r$ and momentum $\mathbf p$ but not spin. The vector potential $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ also changes sign, so $\mathbf p+e\mathbf A$ becomes its negative and the kinetic energy is unchanged. Spin–orbit coupling contains $\nabla V\times\mathbf p$, a product of two odd vectors, and keeps its form. What changes is the potential, $V(\mathbf r)\to V(-\mathbf r)$, which is that of the inverted centre. Therefore

$$P\,H(R,\mathbf B)\,P^{-1}=H(-R,\mathbf B),$$

and the two spectra are identical. The sublattice shift does not matter in a uniform field, since it amounts to a change of gauge. The operations that leave the magnetic spectrum unchanged are now $\{1,M,-1,-M\}$, and $48/4=12$.

An electric field $\mathbf F$ is reversed by inversion, so in general it separates the two members of a pair. The exception is a field along the mirror normal of a centre: the twofold rotation $-M$ then maps the centre onto its inverted partner and leaves $\mathbf F$ unchanged, so that pair stays degenerate. A small model shows the contrast. Take one s and three p orbitals, with the s–p separation as energy unit and

$$H=\begin{pmatrix}0&(R\mathbf v+\mathbf F)^T\\ R\mathbf v+\mathbf F&1+RQR^T+\mathbf b\cdot\mathbf L\end{pmatrix}.$$

Here $\mathbf L$ is the p-shell angular momentum, $\mathbf b$ the magnetic field in energy units, $\mathbf v=(0.3,-0.3,0.5)$ an odd part of the potential, and $Q$ an even part with $Q_{xx}=Q_{yy}=0.2$, $Q_{zz}=-0.3$, $Q_{xy}=0.13$, $Q_{xz}=-Q_{yz}=0.11$. Diagonalizing for all 24 orientations with $\mathbf b=(0.17,0.41,0.73)$ and $\mathbf F=0$ gives 12 distinct ground levels, each occurring twice. Exchanging the roles of $\mathbf b$ and $\mathbf F$ gives 24.

## The hole tensor

The unpaired electron of the ground state has a nearly isotropic $g$ factor and shows practically one subset. In the lowest bound-exciton state the two electrons are paired, and the remaining hole is anisotropic. We model it as an angular momentum $J=3/2$ in the internal field of the defect:

$$H=\mathbf J\cdot\mathsf D\cdot\mathbf J+g_1\mu_B\,\mathbf B\cdot\mathbf J,\qquad \operatorname{tr}\mathsf D=0,\quad M\mathsf DM^T=\mathsf D .$$

In the principal axes of $\mathsf D$ write the principal values as

$$d_1=-\tfrac a3+b,\qquad d_2=-\tfrac a3-b,\qquad d_3=\tfrac{2a}3 .$$

Since $J_1^2+J_2^2+J_3^2=15/4$, the zero-field part is

$$H_0=a\left(J_3^2-\tfrac54\right)+b\,(J_1^2-J_2^2).$$

The first term is $+a$ for $m=\pm3/2$ and $-a$ for $m=\pm1/2$. The second equals $\tfrac b2(J_+^2+J_-^2)$ and connects $m=3/2$ with $m=-1/2$ through the element $\tfrac b2\cdot2\sqrt3=\sqrt3\,b$. The pair $\{-3/2,1/2\}$ gives the same block:

$$\begin{pmatrix}a&\sqrt3\,b\\ \sqrt3\,b&-a\end{pmatrix},\qquad \text{eigenvalues }\pm\epsilon,\quad \epsilon=\sqrt{a^2+3b^2}.$$

There are two doublets separated by $\Delta=2\epsilon$. Because $\|\mathsf D\|^2=\sum_i d_i^2=\tfrac23a^2+2b^2=\tfrac23\epsilon^2$, we have $\Delta=\sqrt6\,\|\mathsf D\|$.

The lower doublet is

$$|+\rangle=\cos\varphi\,|\tfrac32\rangle+\sin\varphi\,|-\tfrac12\rangle,\qquad |-\rangle=\cos\varphi\,|-\tfrac32\rangle+\sin\varphi\,|\tfrac12\rangle .$$

Its energy $a\cos2\varphi+\sqrt3\,b\sin2\varphi$ must equal $-\epsilon$, so $\cos2\varphi=-a/\epsilon$ and $\sin2\varphi=-\sqrt3\,b/\epsilon$. The matrix elements of $\mathbf J$ within the doublet are

$$\langle+|J_3|+\rangle=\tfrac32\cos^2\varphi-\tfrac12\sin^2\varphi=\tfrac12(1+2\cos2\varphi),$$

$$\langle+|J_1|-\rangle=\sqrt3\sin\varphi\cos\varphi+\sin^2\varphi=\tfrac12(1-\cos2\varphi+\sqrt3\sin2\varphi),$$

$$\langle+|J_2|-\rangle=-i\sqrt3\sin\varphi\cos\varphi+i\sin^2\varphi=\tfrac i2(1-\cos2\varphi-\sqrt3\sin2\varphi).$$

Inserting the angles turns the three brackets into $1-2a/\epsilon$, $1+(a-3b)/\epsilon$ and $1+(a+3b)/\epsilon$. Each equals $1-3d_i/\epsilon=1-6d_i/\Delta$ for its own axis. The Zeeman term thus acts as $\tfrac12\mu_B\sum_i(\pm g_i)B_i\sigma_i$, with Pauli matrices $\sigma_i$ and a minus sign on axis 2. The splitting contains only $g_i^2$, so that sign drops out, and for splittings we may use

$$\mathsf g=g_1\left(1-\frac{6\,\mathsf D}{\Delta}\right),\qquad \delta E=\mu_B\,|\mathsf g\,\mathbf B| .$$

This holds to first order in $\mu_BB/\Delta$. A rotated centre has $\mathsf g_R=R\,\mathsf g\,R^T$. Two factors of $R$ appear, so $R$ and $-R$ give the same tensor.

The mirror forces one principal axis along $[110]$. The other two are free to turn in the mirror plane. If one of them happens to lie along $[001]$, the tensor is preserved by 8 operations and the 24 centres have only 6 distinct tensors.

## Special field directions

For a field along $\mathbf n$, the splitting of centre $R$ depends on the axis $R^{-1}\mathbf n$ seen from the defect; its sign is irrelevant. Let $A$ be the number of distinct axes obtained from $\mathbf n$ by cubic operations, and $F$ the number of these that $M$ maps to themselves. The other $A-F$ axes are exchanged in pairs with equal splitting. The number of subsets is

$$N=F+\frac{A-F}2=\frac{A+F}2 .$$

Each axis is reached by $48/A$ operations, and every centre uses two. A fixed axis therefore accounts for $24/A$ centres and an exchanged pair for $48/A$.

An axis is fixed if $x=-y$, or if $x=y$ and $z=0$. Counting gives:

| Field | $A$ | $F$ | $N$ | Centres per subset |
|---|---|---|---|---|
| [001] | 3 | 1 | 2 | 8, 16 |
| [111] | 4 | 2 | 3 | 6, 6, 12 |
| [110] | 6 | 2 | 4 | 4, 4, 8, 8 |
| [012], in {100} | 12 | 0 | 6 | 4 each |
| [113], in {110} | 12 | 2 | 7 | 2, 2, then 4 each |
| [124], general | 24 | 0 | 12 | 2 each |

Diagonalizing the $4\times4$ hole Hamiltonian for all 24 orientations, with the parameters given below, reproduces every $N$ and every population in the table.

## Algorithm

1. Form the 48 signed permutation matrices and assign each its sublattice.
2. Rotate the labelled atoms and store each distinct result with one $R$. This leaves 24 entries.
3. Compute $R\,\mathsf g\,R^T$ for each entry and group equal tensors. This leaves 12 entries.
4. For a given field, evaluate $\mu_B|\mathsf g_R\mathbf B|$ and group equal values.

Steps 1 and 2 use integers and have no rounding error. Steps 3 and 4 need a tolerance.

## Worked example

Take $B=0.3$ T, $\Delta=1.8$ meV (435 GHz), $g_1=1.2$ and an electron factor $g_e=2.005$. Energies are divided by Planck's constant and given in GHz. The principal values of $\mathsf D$ are in the ratio $-0.9:-0.1:1$. The first axis is tilted by 30° from $[001]$ towards $[1\bar10]$, the second is the mirror normal, and the third completes the set. The norm of the ratios is $\sqrt{1.82}=1.349$, and $6/\Delta=\sqrt6/\|\mathsf D\|$, so

$$g_i=1.2\,(1-1.816\,r_i)=3.161,\;1.418,\;-0.979 .$$

To choose a field direction, the 79 coprime integer directions $[hkl]$ with $1\le h<k<l\le9$ were scanned for the largest minimum spacing between hole splittings. The best is $[137]$.

For the original orientation, the unit vector along $[137]$ has components $0.697$, $0.368$ and $-0.615$ on the three principal axes. Hence

$$g_h=\sqrt{(3.161\cdot0.697)^2+(1.418\cdot0.368)^2+(0.979\cdot0.615)^2}\approx2.34 .$$

With $\mu_BB/h=13.996\times0.3=4.199$ GHz, the splitting is 9.84 GHz. The optical energy is a hole level minus an electron level, so each subset has four lines at $\pm\tfrac12(g_e\pm g_h)\mu_BB$ from the zero-field line. Here the offsets are $\pm0.71$ and $\pm9.13$ GHz.

All twelve subsets follow in the same way. The hydrogen position labels the pair; its negative belongs to the inverted partner.

| Hydrogen (pm) | $g_h$ | Splitting (GHz) | Offsets ± (GHz) |
|---|---|---|---|
| (70, −110, 70) | 1.135 | 4.76 | 1.827, 6.591 |
| (70, 110, −70) | 1.250 | 5.25 | 1.584, 6.835 |
| (110, 70, −70) | 1.377 | 5.78 | 1.319, 7.100 |
| (110, −70, −70) | 1.480 | 6.22 | 1.101, 7.318 |
| (110, −70, 70) | 1.627 | 6.83 | 0.794, 7.624 |
| (110, 70, 70) | 2.017 | 8.47 | 0.025, 8.443 |
| (70, 70, −110) | 2.074 | 8.71 | 0.145, 8.564 |
| (70, −110, −70) | 2.222 | 9.33 | 0.456, 8.875 |
| (70, −70, 110) | 2.343 | 9.84 | 0.710, 9.129 |
| (70, 110, 70) | 2.406 | 10.10 | 0.841, 9.260 |
| (70, −70, −110) | 2.849 | 11.96 | 1.772, 10.191 |
| (70, 70, 110) | 3.091 | 12.98 | 2.279, 10.698 |

The splittings run from 4.8 to 13.0 GHz (20 to 54 µeV), with a smallest spacing of 0.24 GHz. The optical pattern has 48 distinct lines, but their smallest spacing is 0.047 GHz. It occurs between the inner offsets 0.794 and 0.841 GHz, whose subsets have $g_h$ almost equally far below and above $g_e$. With an assumed linewidth of 0.05 GHz these lines overlap, although their hole splittings differ by more than 3 GHz. The scan optimised the hole splittings, not the line spacing.

## Error analysis

**Rounding.** Double precision perturbs an eigenvalue by roughly $10^{-16}$ of the matrix norm, here about 200 GHz, or some $10^{-14}$ to $10^{-13}$ GHz. A grouping tolerance of $10^{-6}$ GHz lies far above this and far below the 0.24 GHz spacing.

**Alignment.** Let $\mathsf G=\mathsf g^T\mathsf g$, so that $g_h^2=\mathbf n^T\mathsf G\mathbf n$. Turning $\mathbf n$ by a small angle $\delta\theta$ towards a perpendicular unit vector $\mathbf t$ gives $\delta g_h=(\mathbf t^T\mathsf G\mathbf n/g_h)\,\delta\theta$. Subtracting a multiple of the identity from $\mathsf G$ does not change $\mathbf t^T\mathsf G\mathbf n$. With the midpoint of the extreme eigenvalues as that multiple,

$$|\delta g_h|\le\frac{3.161^2-0.979^2}{2g_h}\,\delta\theta\approx\frac{4.5}{g_h}\,\delta\theta .$$

The closest pair has $g_h=2.017$ and 2.074. Each of these two splittings can move by at most about 0.16 GHz per degree, so to first order these two cannot cross for a misalignment below about 0.7°.

**Neglected terms.** The field also mixes the two doublets. Full diagonalization changes the splittings by less than 0.001 GHz, but shifts the centre of the lower doublet by −0.05 to −0.02 GHz, depending on the subset. That is comparable with the closest optical spacing, which falls from 0.047 to about 0.02 GHz when these shifts are included. A diamagnetic estimate $e^2B^2r^2/(12m)$, with hole radius $r=3$ nm and mass $m=0.3$ free-electron masses, gives 0.01 GHz.

The largest of the corrections estimated here is the cubic Zeeman term $g_2\mu_B\sum_iB_iJ_i^3$, taken along the crystal axes. For a rough $g_2=-0.03$ it changes splittings by up to 0.64 GHz, more than the smallest spacing, which becomes 0.19 GHz (0.23 GHz for the opposite sign of $g_2$). The change is proportional to the assumed $|g_2|$. The order of the twelve splittings is kept here, but the closest optical spacing falls below 0.01 GHz. Line assignments from the linear model are therefore provisional. The number of subsets remains 12, since this term has cubic symmetry.

## Relation to real T centres

The T centre emits near 0.94 eV, its two lowest exciton doublets are separated by roughly 1.8 meV, and its hole $g$ factor varies between roughly 1 and 3.5. The model lies in this regime, but its tensor and tilt are chosen, so the table does not predict measured lines. At 4.2 K the upper doublet has 0.7% of the population of the lower one. The linewidth is a rough value for isotopically purified silicon; natural silicon gives broader lines.

Strain in a device breaks the assumption of zero stress. For an assumed deformation potential of 1 eV, a strain of $10^{-6}$ shifts a line by 1 µeV, or 0.24 GHz. This is about five times the smallest spacing of the optical lines in the linear model, and about ten times the spacing that remains when the doublet shifts are included. The hole splittings are much less sensitive: strain moves both levels of a doublet together and alters their splitting only through the ratio of strain energy to $\Delta$, here by at most about 0.01 GHz. A strain of $10^{-4}$ shifts lines by 24 GHz, more than the full width of the Zeeman pattern, and can change the hole splittings by some tenths of a GHz, up to about 1 GHz for unfavourable strain directions. These figures scale with the deformation potential. The shear potentials of the bulk silicon valence band are about 2 and 5 eV in magnitude, and with them the worst-case line shifts and splitting changes are roughly three to five times larger. Uniform strain is even under inversion and leaves the inversion pairs degenerate, but it can separate subsets that merge at special field directions. Electric fields or strain that varies between centres can separate the pairs themselves.
